# Gaussian smearing: its generalized entropy, free energy and small-width expansion: test program

```python
# Gaussian smearing: f(x)=erfc(x)/2, x=(eps-mu)/sigma, delta=-f'.
# Claims under test (fixed bands, fixed electron number N, smooth metallic DOS):
#   entropy per state S(x)=exp(-x^2)/(2 sqrt(pi)) makes F=E-sigma*S_tot minimal at f;
#   F = E0 - sigma^2 D/4 + F4 sigma^4, F4=(D1^2/D - D2)/32; E = E0 + sigma^2 D/4 - 3 F4 sigma^4;
#   mu-EF = -sigma^2 D1/(4D); Fermi-Dirac F = E0 - pi^2 (kT)^2 D/6;
#   leading biases equal for sigma = pi sqrt(2/3) kT, where F_G-F_FD = sigma^4 D2/80.
# D, D1, D2: total DOS (both spins, per site) and its derivatives at EF; E0: unsmeared energy.
# Model: chain eps=-2 t cos k, t=1 eV, N=0.5 electron/site; smeared values are direct k-sums.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import erfc, erfcinv, expit, entr
from scipy.optimize import brentq, minimize
from scipy.integrate import quad
from scipy.constants import k as kB, e as qe

pi = np.pi
mp.mp.dps = 30
gauss = (lambda x: erfc(x)/2, lambda x: np.exp(-x*x)/(2*np.sqrt(pi)))
fermi = (lambda x: expit(-x), lambda x: entr(expit(-x)) + entr(expit(x)))
def show(label, val, unit="", fmt=".6f"):
    print(f"{label} = {val:{fmt}} {unit}")

# entropy from dS/dx = x f'(x): symbolic and numerical integration
x, u = sp.symbols("x u", real=True)
f_sym = sp.erfc(x)/2
S_claim = sp.exp(-x**2)/(2*sp.sqrt(sp.pi))
S_int = sp.integrate(-u*sp.diff(sp.erfc(u)/2, u), (u, x, sp.oo))
assert sp.simplify(S_int - S_claim) == 0
assert sp.simplify(sp.diff(x*f_sym - S_claim, x) - f_sym) == 0
f_mp = {"G": lambda y: mp.erfc(y)/2, "FD": lambda y: 1/(1 + mp.exp(y))}
for key, scheme in (("G", gauss), ("FD", fermi)):
    for x0 in (-1.3, 0.0, 0.7):
        val = mp.quad(lambda y: -y*mp.diff(f_mp[key], y), [x0, 2, 5, 15, 60])
        assert abs(float(val) - scheme[1](x0)) < 1e-12

# concavity of S(f) and direct minimisation over occupations
S_of_f = lambda f: gauss[1](erfcinv(2*f))
for f0 in (0.1, 0.5, 0.8):
    h = 1e-4
    second = (S_of_f(f0 + h) - 2*S_of_f(f0) + S_of_f(f0 - h))/h**2
    assert abs(second/(-np.sqrt(pi)*np.exp(erfcinv(2*f0)**2)) - 1) < 1e-5
levels, sig_l = np.array([-0.2, -0.05, 0.08, 0.2]), 0.2
def minimise(entropy):
    def free(v):
        f = np.append(v, 2.0 - v.sum())
        if f.min() <= 0 or f.max() >= 1:
            return 1e3
        return f @ levels - sig_l*entropy(f).sum()
    r = minimize(free, np.full(3, 0.5), method="Nelder-Mead",
                 options=dict(xatol=1e-10, fatol=1e-15, maxiter=5000, maxfev=5000))
    return np.append(r.x, 2.0 - r.x.sum())
mu_l = brentq(lambda m: gauss[0]((levels - m)/sig_l).sum() - 2.0, -1, 1, xtol=1e-14)
f_erfc = gauss[0]((levels - mu_l)/sig_l)
assert np.abs(minimise(S_of_f) - f_erfc).max() < 1e-5
assert np.abs(minimise(lambda f: entr(f) + entr(1 - f)) - f_erfc).max() > 0.05

# moments of delta and integral of S
def moment(delta, n):
    return quad(lambda y: y**n*delta(y), -80, 80, points=[-5, 0, 5], limit=300, epsabs=1e-12)[0]
dG = lambda y: np.exp(-y*y)/np.sqrt(pi)
dF = lambda y: expit(y)*expit(-y)
m2G, m4G, m2F, m4F = moment(dG, 2), moment(dG, 4), moment(dF, 2), moment(dF, 4)
assert abs(m2G - 0.5) < 1e-9 and abs(m4G - 0.75) < 1e-9
assert abs(m2F - pi**2/3) < 1e-9 and abs(m4F - 7*pi**4/15) < 1e-7
eta = lambda s: float(mp.nsum(lambda n: (-1)**(n + 1)/n**s, [1, mp.inf]))
assert abs(4*eta(2) - m2F) < 1e-9 and abs(48*eta(4) - m4F) < 1e-7
assert abs(moment(gauss[1], 0) - m2G) < 1e-9 and abs(moment(fermi[1], 0) - m2F) < 1e-9

# chain at sigma=0
t, N = 1.0, 0.5
kF = pi*N/2
EF, E0 = -2*t*np.cos(kF), -4*t*np.sin(kF)/pi
w = 4*t*t - EF*EF
D = 2/(pi*np.sqrt(w)); D1 = D*EF/w; D2 = D*(1/w + 3*EF*EF/w**2)
count = lambda m: 2*mp.acos(-m/(2*t))/mp.pi
for order, val in ((0, N), (1, D), (2, D1), (3, D2)):
    assert abs(float(mp.diff(count, mp.mpf(EF), order)) - val) < 1e-10
assert abs(quad(lambda k: -2*t*np.cos(k)/pi, -kF, kF)[0] - E0) < 1e-12
F4 = (D1*D1/D - D2)/32
ratio = pi*np.sqrt(2/3)

def band(nk, hop=t):
    return -2*hop*np.cos(2*pi*(np.arange(nk) + 0.5)/nk)
def ksum(scheme, width, eps, nk, nel):
    occ, ent = scheme
    mu = brentq(lambda m: 2*occ((eps - m)/width).sum()/nk - nel, -6, 6, xtol=1e-15)
    y = (eps - mu)/width
    E, S = 2*(eps*occ(y)).sum()/nk, 2*ent(y).sum()/nk
    return dict(mu=mu, E=E, S=S, F=E - width*S)
NK = 8000
chain = lambda scheme, width, hop=t: ksum(scheme, width, band(NK, hop), NK, N)

# expansion coefficients from k-sums, extrapolated in sigma^2
def extrap(fun):
    return (4*fun(0.02) - fun(0.04))/3
G = lambda s: chain(gauss, s)
assert abs(extrap(lambda s: (G(s)["F"] - E0)/s**2)/(-D/4) - 1) < 1e-5
assert abs(extrap(lambda s: (G(s)["E"] - E0)/s**2)/(D/4) - 1) < 1e-5
assert abs(extrap(lambda s: (G(s)["mu"] - EF)/s**2)/(-D1/(4*D)) - 1) < 1e-4
assert abs(extrap(lambda s: (G(s)["F"] - E0 + s*s*D/4)/s**4)/F4 - 1) < 2e-3
assert abs(extrap(lambda s: ((G(s)["F"] + G(s)["E"])/2 - E0)/s**4)/(-F4) - 1) < 2e-3
assert abs(extrap(lambda s: (chain(fermi, s/4)["F"] - E0)/(s/4)**2)/(-pi**2*D/6) - 1) < 1e-5
assert abs(extrap(lambda s: (G(s)["F"] - chain(fermi, s/ratio)["F"])/s**4)/(D2/80) - 1) < 2e-3
kT_s = 0.01
target = chain(fermi, kT_s)["F"]
r_root = brentq(lambda s: G(s)["F"] - target, 2*kT_s, 3*kT_s, xtol=1e-14)/kT_s
r_pred = ratio*(1 + (ratio*kT_s)**2*D2/(40*D))
assert abs(r_root/ratio - 1) < 1e-4 and abs((r_root - ratio)/(r_pred - ratio) - 1) < 0.05
h = 1e-5
slope = lambda sc: (sc[0](h) - sc[0](-h))/(2*h)
r_slope = slope(gauss)/slope(fermi)
assert abs(r_slope - 4/np.sqrt(pi)) < 1e-8

# worked example and exact identities at sigma = 0.1 eV
sig = 0.1
g = G(sig); kT = sig/ratio; fd = chain(fermi, kT)
h = 1e-4
assert abs((G(sig + h)["F"] - G(sig - h)["F"])/(2*h) + g["S"]) < 1e-8
up, dn = chain(gauss, sig, t + h), chain(gauss, sig, t - h)
dFdt, dEdt, hf = (up["F"] - dn["F"])/(2*h), (up["E"] - dn["E"])/(2*h), g["E"]/t
assert abs(dFdt - hf) < 1e-8 and abs(dEdt - hf) > 1e-3
def omega0(m):
    k = np.arccos(np.clip(-m/(2*t), -1, 1))
    return -4*t*np.sin(k)/pi - m*2*k/pi
conv = quad(lambda y: dG(y)*omega0(g["mu"] + sig*y), -8, 8, epsabs=1e-13, limit=200)[0]
assert abs(conv - (g["F"] - g["mu"]*N)) < 1e-10
assert abs(g["F"] - (E0 - sig**2*D/4 + F4*sig**4)) < 0.1*abs(F4)*sig**4

# limits: coarse mesh and gap
mesh = {n: ksum(gauss, sig, band(n), n, N)["F"] for n in (16, 64, 128)}
E0_16 = 2*np.sort(band(16))[:4].sum()/16
assert abs(mesh[16] - g["F"]) > 1e-3 and abs(mesh[128] - g["F"]) < 1e-8
assert abs(mesh[16] - E0_16) < 0.01*sig**2*D/4
half_gap = 0.3
ek = np.sqrt(band(NK)**2 + half_gap**2)
gap_bias = {s: ksum(gauss, s, np.append(-ek, ek), NK, 2.0)["F"] + 2*ek.mean() for s in (0.1, 0.2)}
assert gap_bias[0.1] < 0 and gap_bias[0.2]/gap_bias[0.1] > 100

show("S(0) Gaussian", gauss[1](0.0))
print(f"moments Gaussian m2, m4 = {m2G:.6f}, {m4G:.6f}")
print(f"moments Fermi-Dirac m2, m4 = {m2F:.6f}, {m4F:.6f}")
show("bias-matching ratio pi*sqrt(2/3)", ratio)
show("bias ratio FD/G at sigma=kT", m2F/m2G)
show("slope-matching ratio", r_slope)
print(f"kT = {kT_s} eV: ratio by root = {r_root:.6f}, predicted = {r_pred:.6f}")
print(f"t = {t} eV, N = {N} per site, sigma = {sig} eV, k-points = {NK}")
show("kF", kF, "rad/site"); show("EF", EF, "eV"); show("E0", E0, "eV", ".8f")
show("D", D, "1/eV"); show("D1", D1, "1/eV^2"); show("D2", D2, "1/eV^3")
show("F4", F4, "1/eV^3")
show("sigma^2 D/4", 1e3*sig**2*D/4, "meV"); show("F4 sigma^4", 1e3*F4*sig**4, "meV")
show("mu-EF k-sum", 1e3*(g["mu"] - EF), "meV", ".4f")
show("mu-EF formula", -1e3*sig**2*D1/(4*D), "meV", ".4f")
show("S_tot k-sum", g["S"], "per site"); show("sigma*S_tot", 1e3*sig*g["S"], "meV")
show("F k-sum", g["F"], "eV", ".8f"); show("E k-sum", g["E"], "eV", ".8f")
show("F-E0 k-sum", 1e3*(g["F"] - E0), "meV")
show("F-E0 to sigma^4", 1e3*(-sig**2*D/4 + F4*sig**4), "meV")
show("E-E0 k-sum", 1e3*(g["E"] - E0), "meV")
show("E-E0 to sigma^4", 1e3*(sig**2*D/4 - 3*F4*sig**4), "meV")
show("(E+F)/2-E0 k-sum", 1e3*((g["E"] + g["F"])/2 - E0), "meV")
show("matched kT", 1e3*kT, "meV", ".4f"); show("matched T", kT*qe/kB, "K", ".1f")
show("F-E0 Fermi-Dirac k-sum", 1e3*(fd["F"] - E0), "meV")
show("pi^2 (kT)^2 D/6", 1e3*pi**2*kT**2*D/6, "meV")
show("F_G-F_FD k-sum", 1e3*(g["F"] - fd["F"]), "meV")
show("sigma^4 D2/80", 1e3*sig**4*D2/80, "meV")
print(f"dF/dt = {dFdt:.6f}, sum f deps/dt = {hf:.6f}, dE/dt = {dEdt:.6f} (eV/eV)")
for n in mesh:
    show(f"mesh {n}: F-E0", 1e3*(mesh[n] - E0), "meV")
show("mesh 16: F minus its own unsmeared energy", 1e3*(mesh[16] - E0_16), "meV")
show("gap", 2*half_gap, "eV", ".2f")
for s in gap_bias:
    show(f"gapped chain F-E0 at sigma={s} eV", 1e3*gap_bias[s], "meV", ".3e")
print("done: every assertion held")
```

Printed output:

```
S(0) Gaussian = 0.282095 
moments Gaussian m2, m4 = 0.500000, 0.750000
moments Fermi-Dirac m2, m4 = 3.289868, 45.457576
bias-matching ratio pi*sqrt(2/3) = 2.565100 
bias ratio FD/G at sigma=kT = 6.579736 
slope-matching ratio = 2.256758 
kT = 0.01 eV: ratio by root = 2.565184, predicted = 2.565184
t = 1.0 eV, N = 0.5 per site, sigma = 0.1 eV, k-points = 8000
kF = 0.785398 rad/site
EF = -1.414214 eV
E0 = -0.90031632 eV
D = 0.450158 1/eV
D1 = -0.318310 1/eV^2
D2 = 0.900316 1/eV^3
F4 = -0.021101 1/eV^3
sigma^2 D/4 = 1.125395 meV
F4 sigma^4 = -0.002110 meV
mu-EF k-sum = 1.7873 meV
mu-EF formula = 1.7678 meV
S_tot k-sum = 0.022595 per site
sigma*S_tot = 2.259500 meV
F k-sum = -0.90144387 eV
E k-sum = -0.89918437 eV
F-E0 k-sum = -1.127549 meV
F-E0 to sigma^4 = -1.127506 meV
E-E0 k-sum = 1.131950 meV
E-E0 to sigma^4 = 1.131726 meV
(E+F)/2-E0 k-sum = 0.002200 meV
matched kT = 38.9848 meV
matched T = 452.4 K
F-E0 Fermi-Dirac k-sum = -1.128785 meV
pi^2 (kT)^2 D/6 = 1.125395 meV
F_G-F_FD k-sum = 0.001235 meV
sigma^4 D2/80 = 0.001125 meV
dF/dt = -0.899184, sum f deps/dt = -0.899184, dE/dt = -0.901462 (eV/eV)
mesh 16: F-E0 = -5.811519 meV
mesh 64: F-E0 = -1.129735 meV
mesh 128: F-E0 = -1.127549 meV
mesh 16: F minus its own unsmeared energy = -0.000389 meV
gap = 0.60 eV
gapped chain F-E0 at sigma=0.1 eV = -1.813e-05 meV
gapped chain F-E0 at sigma=0.2 eV = -1.734e-01 meV
done: every assertion held
```
